# How Drifted Metal Ions Can Hasten Dielectric Failure at Fixed Voltage: test program

```python
"""
Positive ion sheet in a dielectric at fixed voltage: fields and electron injection.

Result under test: cathode at z=0, anode at z=d, N ions per area at z=s:
    F_cathode = V/d + (e N/eps)(1 - s/d),   F_anode = V/d - (e N/eps)(s/d).
If the sheet lies beyond the tunnelling exit, the cathode current follows the
Fowler-Nordheim law with F_cathode. A weak sheet does most harm at
    s = L (1 - (4/9)(L/d)^2),   L = barrier/(e V/d),  for L < d.
Internal units: nm, V, eV; 1 V/nm = 10 MV/cm; 1 nm^-2 = 1e14 cm^-2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import minimize_scalar

# Chosen round parameters, rough typical values for a low-k stress test
thickness = 20.0
kappa = 3.0
kappa_optical = 2.0
voltage = 10.0
ion_density = 0.01
sheet_pos = 6.0
barrier = 2.5
mass_ratio = 0.5
temperature = 373.0
use_voltage = 1.0

q = const.e
charge_to_field = q / (const.epsilon_0 * kappa) * 1e9      # V nm
wave_factor = np.sqrt(2 * mass_ratio * const.m_e * q) / const.hbar * 1e-9
image_strength = q / (16 * np.pi * const.epsilon_0 * kappa_optical) * 1e9
kT = const.k * temperature / q
bare_field = voltage / thickness


def sheet_fields(volts, density, s):
    """Derived cathode and anode fields in V/nm."""
    boost = charge_to_field * density
    return (volts / thickness + boost * (1 - s / thickness),
            volts / thickness - boost * s / thickness)


def poisson_fields(profile, volts, intervals=8000):
    """Finite-difference Poisson solution; profile is net charge number per nm^3."""
    z = np.linspace(0, thickness, intervals + 1)
    h = z[1] - z[0]
    rho = profile(z)
    rhs = -charge_to_field * rho[1:-1] * h**2
    rhs[-1] -= volts
    bands = np.ones((3, intervals - 1))
    bands[1] = -2.0
    phi = np.concatenate(([0.0], solve_banded((1, 1), bands, rhs), [volts]))
    cathode = (phi[1] - phi[0]) / h + 0.5 * h * charge_to_field * rho[0]
    anode = (phi[-1] - phi[-2]) / h - 0.5 * h * charge_to_field * rho[-1]
    return cathode, anode


def gaussian(z, center, width):
    return np.exp(-0.5 * ((z - center) / width)**2) / (width * np.sqrt(2 * np.pi))


# --- Fields: thin layer against sheet formula, broad profile against moment law
field_c, field_a = sheet_fields(voltage, ion_density, sheet_pos)
fd_c, fd_a = poisson_fields(
    lambda z: ion_density * gaussian(z, sheet_pos, 0.2), voltage)
assert abs(fd_c - field_c) < 1e-6 and abs(fd_a - field_a) < 1e-6


def mixed_profile(z):
    """Ions decaying from the anode, plus some trapped electrons near the cathode."""
    ions = ion_density / 4.0 * np.exp(-(thickness - z) / 4.0)
    return ions - 0.3 * ion_density * gaussian(z, 3.0, 0.5)


moment = quad(lambda z: mixed_profile(z) * (1 - z / thickness),
              0, thickness, points=[2, 3, 4], epsabs=1e-12)[0]
mixed_c = poisson_fields(mixed_profile, voltage)[0]
assert abs(mixed_c - bare_field - charge_to_field * moment) < 1e-6

stop_density = voltage / (charge_to_field * sheet_pos)
stopped = poisson_fields(
    lambda z: stop_density * gaussian(z, sheet_pos, 0.2), voltage)[1]
assert abs(stopped) < 1e-5

# --- Tunnelling exponent and current from the numerical barrier
z_count = 4000
z_mid = (np.arange(z_count) + 0.5) * thickness / z_count


def numerical_exponent(energies, volts, density, s, image=False):
    """WKB exponent by quadrature; energies are measured from the Fermi level."""
    fc, fa = sheet_fields(volts, density, s)
    profile = barrier - fc * np.minimum(z_mid, s) - fa * np.maximum(z_mid - s, 0)
    if image:
        profile = profile - image_strength / z_mid
    height = np.maximum(profile[None, :] - np.atleast_1d(energies)[:, None], 0)
    return 2 * wave_factor * np.sqrt(height).sum(axis=1) * thickness / z_count


def current(density, s, thermal=1e-4, image=False):
    """Injected current in A/cm^2: supply of metal electrons times transmission."""
    energies = np.arange(-1.5, 2.4, 0.003) + 0.0015
    supply = thermal * np.logaddexp(0, -energies / thermal)
    passed = np.exp(-numerical_exponent(energies, voltage, density, s, image))
    prefactor = q * const.m_e / (2 * np.pi**2 * const.hbar**3) * q**2 * 1e-4
    return prefactor * np.sum(supply * passed) * 0.003


def fowler_nordheim(field):
    """Derived closed current law in A/cm^2, field in V/nm."""
    front = (q**3 * const.m_e * (field * 1e9)**2
             / (16 * np.pi**2 * const.hbar * mass_ratio * const.m_e * barrier * q))
    return front * 1e-4 * np.exp(-4 * wave_factor * barrier**1.5 / (3 * field))


j_bare = current(0.0, sheet_pos)
j_sheet = current(ion_density, sheet_pos)
gain = j_sheet / j_bare
fn_bare, fn_sheet = fowler_nordheim(bare_field), fowler_nordheim(field_c)
fn_gain = fn_sheet / fn_bare
assert field_c * sheet_pos > barrier
# The closed law linearizes the exponent in energy: an error of a few percent
assert abs(fn_bare / j_bare - 1) < 0.05
assert abs(fn_sheet / j_sheet - 1) < 0.05
assert abs(fn_gain / gain - 1) < 0.02


# --- Sheet inside the barrier, and the most harmful position
def closed_exponent(density, s):
    fc, fa = sheet_fields(voltage, density, s)
    left = max(barrier - fc * s, 0.0)
    return 4 * wave_factor / 3 * ((barrier**1.5 - left**1.5) / fc + left**1.5 / fa)


for s in (0.5, 2.0, 4.0, 6.0, 12.0):
    direct = numerical_exponent(0.0, voltage, ion_density, s)[0]
    assert abs(direct - closed_exponent(ion_density, s)) < 3e-3


def worst_position(density):
    return minimize_scalar(lambda s: closed_exponent(density, s),
                           bounds=(0.1, 15), method="bounded",
                           options={"xatol": 1e-7}).x


exit_bare = barrier / bare_field
worst_formula = exit_bare * (1 - 4 / 9 * (exit_bare / thickness)**2)
worst_weak = worst_position(1e-4)
worst_example = worst_position(ion_density)
assert abs(worst_weak - worst_formula) < 0.02
assert worst_example < barrier / sheet_fields(voltage, ion_density, worst_example)[0]

scan_positions = [0.5, 1.0, 2.0, worst_example, 6.0, 12.0, 18.0]
scan_gains = [current(ion_density, s) / j_bare for s in scan_positions]
assert abs(current(ion_density, 0.01) / j_bare - 1) < 0.03
assert sheet_fields(voltage, ion_density, 1.0)[0] > field_c
assert scan_gains[1] < gain < scan_gains[3]

# --- Neglected image force and temperature
image_bare = current(0.0, sheet_pos, image=True)
image_sheet = current(ion_density, sheet_pos, image=True)
hot_bare = current(0.0, sheet_pos, kT, True)
hot_sheet = current(ion_density, sheet_pos, kT, True)
assert hot_bare > image_bare > j_bare
assert hot_sheet / hot_bare > 5

# --- Neglected graininess: random point ions between two conducting plates
radius_max, dr = 60.0, 0.05
radii = (np.arange(int(round(radius_max / dr))) + 0.5) * dr
path_count = 100
path = (np.arange(path_count) + 0.5) * exit_bare / path_count
ion_potential = np.zeros((radii.size, path_count))
for n in range(-60, 61):
    shift = sheet_pos + 2 * n * thickness
    ion_potential += 1 / np.sqrt(radii[:, None]**2 + (path - shift)**2)
    ion_potential -= 1 / np.sqrt(radii[:, None]**2 + (path + shift)**2)
ion_potential *= charge_to_field / (4 * np.pi)

# Averaging the point ions over the plane must give back the sheet potential
averaged = ion_density * (2 * np.pi * radii * dr) @ ion_potential
sheet_potential = (field_c - bare_field) * path
assert np.max(np.abs(averaged / sheet_potential - 1)) < 3e-3

rng = np.random.default_rng(7)
samples = 6000
counts = rng.poisson(ion_density * np.pi * radius_max**2, samples)
owner = np.repeat(np.arange(samples), counts)
ion_radius = radius_max * np.sqrt(rng.random(owner.size))
index = np.minimum((ion_radius / dr).astype(int), radii.size - 1)
bare_barrier = barrier - bare_field * path
step = exit_bare / path_count
random_exponent = np.zeros(samples)
for j in range(path_count):
    lowering = np.bincount(owner, weights=ion_potential[index, j], minlength=samples)
    random_exponent += np.sqrt(np.maximum(bare_barrier[j] - lowering, 0))
random_exponent *= 2 * wave_factor * step
bare_exponent = 2 * wave_factor * step * np.sqrt(bare_barrier).sum()
smooth_exponent = 2 * wave_factor * step * np.sqrt(
    np.maximum(bare_barrier - sheet_potential, 0)).sum()
local_gain = np.exp(bare_exponent - random_exponent)
smooth_gain = np.exp(bare_exponent - smooth_exponent)
random_gain = local_gain.mean()
random_error = local_gain.std() / np.sqrt(samples)
assert random_gain > smooth_gain

# --- Use voltage: tunnelling through the whole film
use_bare = numerical_exponent(0.0, use_voltage, 0.0, sheet_pos)[0]
use_sheet = numerical_exponent(0.0, use_voltage, ion_density, sheet_pos)[0]
assert use_sheet > 100

print(f"thickness d = {thickness:.1f} nm; relative permittivity = {kappa:.1f}")
print(f"voltage = {voltage:.1f} V; sheet distance from cathode = {sheet_pos:.1f} nm")
print(f"ion density = {ion_density * 1e14:.2e} cm^-2")
print(f"ion sheet charge = {q * ion_density * 1e20:.4f} uC/cm2")
print(f"barrier = {barrier:.2f} eV; tunnelling mass = {mass_ratio:.2f} m0")
print(f"field jump sigma/eps = {charge_to_field * ion_density * 10:.4f} MV/cm")
print(f"bare field = {bare_field * 10:.4f} MV/cm")
print(f"cathode field, formula = {field_c * 10:.4f} MV/cm")
print(f"cathode field, finite differences = {fd_c * 10:.4f} MV/cm")
print(f"anode field, formula = {field_a * 10:.4f} MV/cm")
print(f"anode field, finite differences = {fd_a * 10:.4f} MV/cm")
print(f"cathode field, mixed broad profile = {mixed_c * 10:.4f} MV/cm")
print(f"ion density for zero anode field = {stop_density * 1e14:.3e} cm^-2")
print(f"tunnelling exit, bare = {exit_bare:.3f} nm")
print(f"tunnelling exit, with sheet = {barrier / field_c:.3f} nm")
print(f"Fowler-Nordheim B = {40 * wave_factor * barrier**1.5 / 3:.2f} MV/cm")
print(f"exponent G, bare = {closed_exponent(0.0, sheet_pos):.3f}")
print(f"exponent G, with sheet = {closed_exponent(ion_density, sheet_pos):.3f}")
print(f"current, bare, closed law = {fn_bare:.3e} A/cm2")
print(f"current, bare, energy integral = {j_bare:.3e} A/cm2")
print(f"current, with sheet, closed law = {fn_sheet:.3e} A/cm2")
print(f"current, with sheet, energy integral = {j_sheet:.3e} A/cm2")
print(f"current gain, closed law = {fn_gain:.2f}")
print(f"current gain, energy integral = {gain:.2f}")
print(f"lifetime ratio at fixed injected charge = {1 / gain:.4f}")
print(f"worst position, weak-sheet formula = {worst_formula:.3f} nm")
print(f"worst position, weak sheet, minimized = {worst_weak:.3f} nm")
print(f"worst position, example density = {worst_example:.3f} nm")
for s, g in zip(scan_positions, scan_gains):
    fc = sheet_fields(voltage, ion_density, s)[0] * 10
    print(f"sheet at {s:.2f} nm: cathode field {fc:.3f} MV/cm, gain {g:.2f}")
print(f"optical permittivity = {kappa_optical:.1f}; temperature = {temperature:.0f} K")
print(f"current, bare, image force = {image_bare:.3e} A/cm2")
print(f"gain with image force = {image_sheet / image_bare:.2f}")
print(f"current, bare, image force and heat = {hot_bare:.3e} A/cm2")
print(f"current, sheet, image force and heat = {hot_sheet:.3e} A/cm2")
print(f"gain with image force and heat = {hot_sheet / hot_bare:.2f}")
print(f"mean ion spacing N^(-1/2) = {ion_density**-0.5:.1f} nm")
print(f"exponential gain, smooth sheet = {smooth_gain:.1f}")
print(f"exponential gain, random ions = {random_gain:.1f} +- {random_error:.1f}")
print(f"time to inject the ion charge, cold = {q * ion_density * 1e14 / j_sheet:.2f} s")
print(f"time to inject it, image and heat = {q * ion_density * 1e14 / hot_sheet:.3f} s")
print(f"exponent G at {use_voltage:.1f} V, bare = {use_bare:.1f}")
print(f"exponent G at {use_voltage:.1f} V, with sheet = {use_sheet:.1f}")
print("success")
```

It prints:

```
thickness d = 20.0 nm; relative permittivity = 3.0
voltage = 10.0 V; sheet distance from cathode = 6.0 nm
ion density = 1.00e+12 cm^-2
ion sheet charge = 0.1602 uC/cm2
barrier = 2.50 eV; tunnelling mass = 0.50 m0
field jump sigma/eps = 0.6032 MV/cm
bare field = 5.0000 MV/cm
cathode field, formula = 5.4222 MV/cm
cathode field, finite differences = 5.4222 MV/cm
anode field, formula = 4.8190 MV/cm
anode field, finite differences = 4.8190 MV/cm
cathode field, mixed broad profile = 4.9619 MV/cm
ion density for zero anode field = 2.763e+13 cm^-2
tunnelling exit, bare = 5.000 nm
tunnelling exit, with sheet = 4.611 nm
Fowler-Nordheim B = 190.93 MV/cm
exponent G, bare = 38.186
exponent G, with sheet = 35.212
current, bare, closed law = 8.036e-10 A/cm2
current, bare, energy integral = 7.838e-10 A/cm2
current, with sheet, closed law = 1.849e-08 A/cm2
current, with sheet, energy integral = 1.799e-08 A/cm2
current gain, closed law = 23.00
current gain, energy integral = 22.96
lifetime ratio at fixed injected charge = 0.0436
worst position, weak-sheet formula = 4.861 nm
worst position, weak sheet, minimized = 4.857 nm
worst position, example density = 4.484 nm
sheet at 0.50 nm: cathode field 5.588 MV/cm, gain 1.76
sheet at 1.00 nm: cathode field 5.573 MV/cm, gain 2.98
sheet at 2.00 nm: cathode field 5.543 MV/cm, gain 7.56
sheet at 4.48 nm: cathode field 5.468 MV/cm, gain 29.46
sheet at 6.00 nm: cathode field 5.422 MV/cm, gain 22.96
sheet at 12.00 nm: cathode field 5.241 MV/cm, gain 6.37
sheet at 18.00 nm: cathode field 5.060 MV/cm, gain 1.61
optical permittivity = 2.0; temperature = 373 K
current, bare, image force = 2.095e-08 A/cm2
gain with image force = 22.18
current, bare, image force and heat = 6.726e-08 A/cm2
current, sheet, image force and heat = 1.208e-06 A/cm2
gain with image force and heat = 17.95
mean ion spacing N^(-1/2) = 10.0 nm
exponential gain, smooth sheet = 19.7
exponential gain, random ions = 58.3 +- 2.4
time to inject the ion charge, cold = 8.90 s
time to inject it, image and heat = 0.133 s
exponent G at 1.0 V, bare = 204.4
exponent G at 1.0 V, with sheet = 197.8
success
```
